# Passive Krylov reduction of an RC ladder for repeater placement

A long on-chip wire has to be cut into equal stages, each with its own driver. With too few stages, too much wire capacitance is charged through too much wire resistance; with too many, the drivers spend their time charging one another. The number of stages is chosen by comparing total delays, and for the wire treated below, neighbouring counts near the optimum differ by only about one per cent. The comparison must be repeated for many stage counts, driver sizes and loads, so one wants a small circuit in place of the full ladder. It must be accurate enough to rank the candidates, and it must not generate energy when connected to a driver and a load.

## The ladder and its moments

Take a wire of resistance $R_w$ and capacitance $C_w$, divided into $N$ equal sections. Each section has its resistor in series and half its capacitance at each end. The nodes are $0,\dots,N$, so there are $n=N+1$ of them. A driver of resistance $R_d$ and output capacitance $C_o$ sits at node 0, and a receiver of capacitance $C_L$ at node $N$. Inductance is neglected. The units are kΩ, fF and ps, which fit together because kΩ·fF = ps.

Kirchhoff's current law for the node voltages $v$ reads

$$C\dot v+Gv=Bi,\qquad v_{\rm port}=B^Tv .$$

The two columns of $B$ select nodes 0 and $N$, and $i$ holds the currents injected there. The source $v_s$ behind $R_d$ is replaced by a current $v_s/R_d$ into node 0 and a conductance $1/R_d$ from node 0 to ground. The latter is part of $G$.

Both matrices are real and symmetric. $C$ is diagonal with positive entries. For $G$, with section resistance $R_w/N$,

$$v^TGv=\frac{v_0^2}{R_d}+\sum_{j=0}^{N-1}\frac{(v_j-v_{j+1})^2}{R_w/N},$$

which vanishes only if $v_0=0$ and all neighbours are equal, that is, if $v=0$. So $G$ is positive definite, thanks to the driver resistance.

For time dependence $e^{st}$ the port impedance is $Z(s)=B^T(G+sC)^{-1}B$. Define $A=G^{-1}C$ and $R=G^{-1}B$. Since $G+sC=G(I+sA)$, a geometric series for small $|s|$ gives

$$Z(s)=B^T(I+sA)^{-1}R=\sum_{k\ge0}(-s)^kM_k,\qquad M_k=B^TA^kR .$$

The transfer function from source to receiver is $H=Z_{21}/R_d=\sum_k(-s)^km_k$.

The first moment can be found by hand. A unit direct current injected at node $k$ leaves through the driver, so it raises node $i$ by $(G^{-1})_{ik}=R_d+\min(r_i,r_k)$, where $r_i=iR_w/N$ is the wire resistance up to node $i$. At $s=0$ a unit source puts every node at voltage 1. The first moment at node $i$ is therefore its Elmore time

$$T_i=\sum_k\left[R_d+\min(r_i,r_k)\right]C_k .$$

At the receiver $\min(r_N,r_k)=r_k$. The interior nodes contribute $(C_w/N)(R_w/N)\,N(N-1)/2$ to $\sum_kr_kC_k$, and the half capacitance at the end contributes $R_wC_w/(2N)$. Their sum is $R_wC_w/2$. Hence

$$m_1=R_d(C_w+C_o+C_L)+R_w\left(\tfrac12C_w+C_L\right).$$

The model wire used below has $R_w=3$ kΩ, $C_w=300$ fF, $N=80$, $R_d=0.5$ kΩ and $C_o=C_L=20$ fF. Then $m_1=0.5\times340+3\times170=680$ ps.

## What goes wrong with a direct fit

The obvious reduction computes a few moments and chooses a small rational function that has them. Try this at the driver node, with the two-pole form

$$\frac{1}{1+b_1s+b_2s^2}=1-b_1s+(b_1^2-b_2)s^2+\cdots .$$

Let $\mu_1,\mu_2$ be the moments of the voltage at node 0. Matching gives $b_1=\mu_1$ and $b_2=\mu_1^2-\mu_2$. Because $r_0=0$, row 0 of $G^{-1}$ has all entries equal to $R_d$. So $\mu_1=R_dC_{\rm tot}$, with $C_{\rm tot}=\sum_iC_i$, and one more application of $A$ gives $\mu_2=R_d\sum_iC_iT_i$. Thus

$$b_2=R_d^2C_{\rm tot}^2-R_d\sum_iC_iT_i=-R_d\sum_iC_i\,(T_i-R_dC_{\rm tot}).$$

Each bracket equals $\sum_k\min(r_i,r_k)C_k$, which is zero at node 0 and positive at every other node. Hence $b_2<0$ for any wire with resistance. The product of the two poles is $1/b_2<0$, so one of them is positive. The fit has the correct first three moments and is unstable.

For the model wire $b_1=170$ ps and $b_2\approx-5.46\times10^4$ ps². The poles lie at $-0.0030$ and $+0.0061$ ps⁻¹, so the false response grows by a factor $e$ every 164 ps.

Checking the sign of the real part at real frequencies would not reveal this. On the imaginary axis the denominator has real part $1-b_2\omega^2=1+|b_2|\omega^2>0$, so the fitted driving-point impedance has a positive real part at every real frequency. The fault lies in the right half-plane.

The trouble comes from the chosen form, which has no zero. With one zero in the numerator and one more moment matched, the fit for the model wire has its poles at $-0.0018$ and $-0.0368$ ps⁻¹, both with positive residues. But a list of matched moments does not show at a glance which forms are safe, and fits to the separate entries of $Z$ are not tied to one another. It is better to build the reduction so that the energy condition holds from the start.

## Projecting the power balance

Multiply the circuit equation by $v^T$. By the symmetry of $C$,

$$i^Tv_{\rm port}=\frac{d}{dt}\left(\tfrac12v^TCv\right)+v^TGv .$$

Port power is the rate of change of stored energy plus dissipation. To keep this balance, restrict the voltages to $v=Vx$, where $V$ is real with full column rank, and insert this in both quadratic forms:

$$G_r=V^TGV,\qquad C_r=V^TCV,\qquad B_r=V^TB .$$

The reduced circuit is $C_r\dot x+G_rx=B_ri$ with $v_{\rm port}=B_r^Tx$. The same $V$ stands on both sides, which makes this a congruence. With a different matrix $W^T$ on the left, $W^TGV$ would in general be neither symmetric nor of definite sign.

For real $x\ne0$ we have $x^TG_rx=(Vx)^TG(Vx)>0$, since full rank makes $Vx\neq0$. The same holds for $C_r$. Multiplying the reduced equation by $x^T$ and integrating from rest gives

$$\int_0^t i^Tv_{\rm port}\,dt'=\tfrac12x^TC_rx+\int_0^tx^TG_rx\,dt'\ge0 .$$

No choice of port currents extracts net energy, which is the meaning of passivity.

The same proof in frequency form starts with the poles. Suppose $(G_r+sC_r)y=0$ with ${\rm Re}\,s\ge0$ and $y\ne0$. Multiply by $y^\dagger$ and take the real part:

$$y^\dagger G_ry+({\rm Re}\,s)\,y^\dagger C_ry=0 .$$

The first term is positive and the second is not negative, a contradiction. So $Z_r(s)=B_r^T(G_r+sC_r)^{-1}B_r$ has no pole there. Now set $Y=(G_r+sC_r)^{-1}B_r$. Since $B_r$ is real, $B_r^T=B_r^\dagger=Y^\dagger(G_r+s^*C_r)$, so $Z_r=B_r^TY=Y^\dagger(G_r+s^*C_r)Y$. Adding the adjoint gives

$$Z_r+Z_r^\dagger=2Y^\dagger\left[G_r+({\rm Re}\,s)C_r\right]Y\ge0 .$$

With $Z_r(s^*)=Z_r(s)^*$, this makes $Z_r$ positive real. The proof holds for any real full-rank $V$, however inaccurate. Passivity is secured before accuracy is considered.

In a test with sinusoidal currents at both ports, the four-state circuit received 37.18 fJ, dissipated 36.34 fJ and stored 0.84 fJ.

## Choosing the subspace

Accuracy is bought by the choice of $V$. The moments are built from the vectors $x_k=A^kR$ (two columns each, one per port), so let $V$ span

$$\mathcal K_q={\rm span}\{R,AR,\dots,A^{q-1}R\},$$

of dimension $2q\le n$ if the columns are independent. Let $\xi_k=(G_r^{-1}C_r)^kG_r^{-1}B_r$ be the reduced counterparts. They reproduce the full vectors: $V\xi_k=x_k$ for $k<q$.

To see this, write $x_0=V\eta$, which is possible because $x_0$ lies in the span. From $Gx_0=B$, multiplication by $V^T$ gives $G_r\eta=B_r$, so $\eta=\xi_0$. If the claim holds for $k-1$, write $x_k=V\eta$. Then $Gx_k=Cx_{k-1}=CV\xi_{k-1}$, and multiplication by $V^T$ gives $G_r\eta=C_r\xi_{k-1}$, so $\eta=\xi_k$.

Symmetry doubles the yield. From $GA=C=A^TG$ and $R^TG=B^T$,

$$x_j^TGx_k=R^TGA^{j+k}R=M_{j+k},\qquad x_j^TCx_k=x_j^TGAx_k=M_{j+k+1}.$$

The reduced moments obey the same identities with $\xi$, $G_r$ and $C_r$. For $j,k<q$,

$$\xi_j^TG_r\xi_k=(V\xi_j)^TG(V\xi_k)=x_j^TGx_k,$$

and likewise with $C$. Taking $j=k=q-1$ in the second identity reaches the index $2q-1$. Thus $q$ blocks preserve the $2q$ matrix moments $M_0,\dots,M_{2q-1}$.

The next moment shows what has been lost. Since $Cx_{q-1}=Gx_q$,

$$V\xi_q=VG_r^{-1}V^TCx_{q-1}=Px_q,\qquad P=VG_r^{-1}V^TG .$$

Direct multiplication gives $P^2=P$ and $P^TG=GP$, so $P$ is the orthogonal projector onto $\mathcal K_q$ in the inner product defined by $G$. Therefore

$$M_{2q}-M_{2q,r}=x_q^TGx_q-x_q^TP^TGPx_q=x_q^TG(I-P)x_q .$$

This equals $[(I-P)x_q]^TG[(I-P)x_q]\ge0$. It vanishes only if $x_q$ already lies in $\mathcal K_q$. Then $A$ maps $\mathcal K_q$ into itself, every moment agrees, and the reduction is exact.

For $q=2$ the 81 states become four. The moments $m_0$ to $m_3$ agree to all printed digits, while $m_4$ is $1.198631\times10^{11}$ ps⁴ in full and $1.198588\times10^{11}$ ps⁴ reduced, a relative deficit of $3.6\times10^{-5}$. The two eigenvalues of the matrix defect are positive, as required. The inequality fixes the sign of the diagonal entries; by itself it does not fix the sign of an off-diagonal entry such as the one behind $m_4$. These moments were obtained from values of $Z$ on a circle around $s=0$, independently of the Krylov vectors.

## Building the basis

The raw vectors $A^kR$ turn towards the slowest mode and become nearly parallel, so they should not be used as columns directly. The procedure is:

1. Solve $GX=B$ and orthonormalize the columns to obtain the block $V_0$.
2. For $k=1,\dots,q-1$, solve $GX=CV_{k-1}$, subtract from $X$ its components along all earlier blocks, repeat the subtraction against rounding, and orthonormalize to obtain $V_k$.
3. Collect the blocks in $V$ and form $G_r$, $C_r$, $B_r$.

Using the last block is enough: it contains $x_{k-1}$ times an invertible matrix plus earlier vectors, and $A$ sends those earlier vectors into the space already built. If a column becomes dependent it is dropped, since the proofs need only that the span contains the $x_k$.

Orthogonalization does not alter the result. Replacing $V$ by $VS$ with $S$ invertible gives

$$B_r^TS\left[S^T(G_r+sC_r)S\right]^{-1}S^TB_r=B_r^T(G_r+sC_r)^{-1}B_r .$$

## Reading the reduced circuit

Solve $G_ru_j=\lambda_jC_ru_j$ with $u_i^TC_ru_j=\delta_{ij}$. In this basis $G_r+sC_r$ is diagonal with entries $\lambda_j+s$, so

$$Z_r(s)=\sum_{j=1}^{2q}\frac{\rho_j\rho_j^T}{s+\lambda_j},\qquad \rho_j=B_r^Tu_j,\quad\lambda_j>0 .$$

A resistor $R_j$ in parallel with a capacitor $C_j$ has impedance $(1/C_j)/(s+1/R_jC_j)$. The driving-point impedance at node 0, with no current injected at the receiver port, is therefore a series chain of such cells with

$$C_j=\frac1{\rho_{1j}^2},\qquad R_j=\frac{\rho_{1j}^2}{\lambda_j},$$

all positive; a cell with $\rho_{1j}=0$ is absent. For the model wire the resistances are 0.134, 0.128, 0.108 and 0.130 kΩ. They add up to $R_d=0.5$ kΩ, as they must, because direct current injected at node 0 returns through the driver. This chain represents one port. The two-port is passive too, but its matrices need not be those of a ladder, and realizing it from such cells may require ideal transformers.

The decay rates of the full ladder are stationary values of $v^TGv/v^TCv$. By the min–max principle the $j$-th is the least possible maximum of this ratio over $j$-dimensional subspaces. The reduction allows fewer subspaces, so no reduced rate lies below its full counterpart. The first agrees at 0.0018014 ps⁻¹; the next three are too high by 1.0, 28 and 45 per cent. The upper reduced rates should not be read as modes of the wire.

The opposite limit, $s\to\infty$, shows where the model fails. The true driving-point impedance tends to $1/(sC_0)$, where $C_0=20+300/160\approx21.9$ fF is the capacitance at node 0. The reduced one tends to $\sum_j1/(sC_j)$. With $C_j=4149$, 478, 161 and 59.4 fF this corresponds to about 39 fF. The reduced circuit is passive there, but wrong by nearly a factor of two, because all its information was collected at $s=0$. This limit, whose value depends on the number of sections, is approached only above $\omega\approx10$ ps⁻¹; the reduced $|Z_{11}|$ is 4 per cent too large at $\omega=0.1$ ps⁻¹ and 28 per cent too small at 1 ps⁻¹.

## One basis for every repeater count

A new stage count changes the wire pieces and their weight relative to the terminations. It would be tedious to rebuild $V$ each time, and it is unnecessary. Let

$$G'=a(G+BDB^T),\qquad C'=b(C+BEB^T),\qquad a,b>0,$$

with $D,E$ real and diagonal and $G',C'$ positive definite. For $R'=G'^{-1}B$, the equation $a(G+BDB^T)R'=B$ gives

$$R'=R\left(a^{-1}I-DB^TR'\right),$$

so the columns of $R'$ lie in the span of $R$. If $x$ lies in $\mathcal K_k$ and $y=G'^{-1}C'x$, then in the same way

$$y=\frac ba\,Ax+R\left(\frac ba\,EB^Tx-DB^Ty\right),$$

which lies in $\mathcal K_{k+1}$. By induction the new Krylov space is contained in the old one. The original matrices follow from the new ones by a change of the same form, so the reverse inclusion holds as well. The spaces are equal, and the old $V$ preserves $2q$ moments of the new circuit.

Cutting a uniform wire into $K$ pieces, each again with $N$ sections, is such a change. The wire parts become $KG_w$ and $C_{\rm wire}/K$, so $a=K$ and $b=1/K$, while the fixed terminations are absorbed in $D$ and $E$. Cutting an uneven wire is in general not such a change, because the pieces differ from the whole; each piece then needs its own basis. In tests with three sets of terminations and scale factors, on a uniform wire and on an uneven one scaled as a whole, the largest relative error of a moment that should match was $1.5\times10^{-12}$.

## The decision

Each stage is modelled as a linear driver receiving an ideal step, and the total is $K$ times the 50% delay of one stage. Finite input slopes and transistor nonlinearity are left out. Dividing $Z_{r,21}/R_d$ by $s$ and using $1/[s(s+\lambda)]=[1/s-1/(s+\lambda)]/\lambda$ gives the receiver voltage

$$v_N(t)=\sum_j\frac{\rho_{1j}\rho_{2j}}{R_d\lambda_j}\left(1-e^{-\lambda_jt}\right),$$

which is solved for $v_N=\tfrac12$.

For the undivided wire the full ladder gives 513.93 ps. Relative to this, the errors are $6.0\times10^{-3}$ for two states, $9.3\times10^{-5}$ for four and $2.4\times10^{-8}$ for six. Moment matching by itself supplies no bound on a delay error, so this convergence is a result for this wire and this threshold, not part of the theorem. The two-state error happens to be small at 50%; at the 70% level it is about 4 per cent.

With the four-state basis of the undivided wire, the totals for four, five and six stages are 299.40, 296.00 and 298.28 ps; the full ladder gives the same values to within 0.002 ps. Five stages win, that is, the original driver and four repeaters. The margin of 2.3 ps over six stages is far larger than the reduction error.

The Elmore time alone is a useful comparison. Summed over the stages it is

$$KT_K=R_dC_w+R_wC_L+KR_d(C_o+C_L)+\frac{R_wC_w}{2K}=210+20K+\frac{450}{K}\ \text{ps}.$$

It is smallest at $K=\sqrt{450/20}\approx4.7$, and among integers it also selects five. But it gives 402.5 ps for four stages and 405 ps for six, so it ranks four ahead of six, whereas the full ladder ranks six ahead of four. For an ideal step, then, the first moment alone gives the wrong second choice. Four states are not needed to correct it: the two-state circuit (300.75, 297.22 and 299.36 ps) gives the right order, and so does the hand rule that weights the term $R_wC_w/K$ by 0.38 and the other terms by 0.69. The order of four and six also depends on the step. Drive each stage of the full ladder by a linear ramp and count the delay from the midpoint of the ramp. A ramp of 25 ps gives 300.60, 297.86 and 300.91 ps, so four is ahead of six again, and with a ramp of 100 ps four stages beat five. If the ramp lasts as long as the stage's own output edge (its 10–90% time divided by 0.8), the totals are 367.3, 364.6 and 368.7 ps. The reduction error is negligible against these margins, but the neglected input slope is not, and a real design must include it.

## Where the conditions matter

If no resistance connects the wire to ground, $G$ is singular and $R=G^{-1}B$ does not exist. One then expands about a real $s_0>0$, with $G+s_0C$ in the place of $G$ when building $V$. The moments matched are those at $s_0$. Passivity survives, because for ${\rm Re}\,s>0$ the term with $C_r$ keeps the real part in the pole argument positive. With inductance, the circuit equations no longer have this pair of symmetric positive definite matrices, and the doubling of matched moments cannot be taken over from the proof given here.

The numerical output follows.

## Computed values

```
wire: 3.0 kOhm, 300 fF, 80 sections
driver 0.5 kOhm; output cap 20 fF; load 20 fF
states: full 81, reduced 4
Elmore time, path formula: 680.000 ps
m_0 full 1.000000000e+00, reduced 1.000000000e+00 ps^0
m_1 full 6.800000000e+02, reduced 6.800000000e+02 ps^1
m_2 full 3.875549219e+05, reduced 3.875549219e+05 ps^2
m_3 full 2.158364669e+08, reduced 2.158364669e+08 ps^3
m_4 full 1.198631229e+11, reduced 1.198587931e+11 ps^4
M_4 defect eigenvalues: 4.50121e+03, 9.27345e+06 kOhm ps^4
M_4 relative defect norm: 3.139e-05
largest relative error of matched moments: 1.5e-12
least eigenvalue of (Z+Z^dagger)/|Z|: 1.738e-04
decay rate 1: full 0.0018014, reduced 0.0018014 1/ps
decay rate 2: full 0.0161654, reduced 0.0163211 1/ps
decay rate 3: full 0.0449390, reduced 0.0576614 1/ps
decay rate 4: full 0.0890888, reduced 0.1289694 1/ps
Foster cell 1: R 0.133789 kOhm, C 4149.1800 fF
Foster cell 2: R 0.128188 kOhm, C 477.9730 fF
Foster cell 3: R 0.107593 kOhm, C 161.1869 fF
Foster cell 4: R 0.130429 kOhm, C 59.4481 fF
energy delivered 37.17650, dissipated 36.33705, stored 0.83945 fJ
two-pole fit: b1 170.000 ps, b2 -54598.242 ps^2
two-pole fit poles: -0.002997, 0.006111 1/ps
50% delay, full, undivided wire: 513.92525 ps
50% delay, q=1, 2 states: 510.83697 ps, relative error 6.01e-03
50% delay, q=2, 4 states: 513.97313 ps, relative error 9.32e-05
50% delay, q=3, 6 states: 513.92526 ps, relative error 2.40e-08
1 stages: total delay full 513.9253, reduced 513.9731 ps
2 stages: total delay full 357.2849, reduced 357.2956 ps
3 stages: total delay full 314.1615, reduced 314.1651 ps
4 stages: total delay full 299.4018, reduced 299.4032 ps
5 stages: total delay full 295.9957, reduced 295.9963 ps
6 stages: total delay full 298.2777, reduced 298.2780 ps
7 stages: total delay full 303.8198, reduced 303.8199 ps
8 stages: total delay full 311.4067, reduced 311.4068 ps
best stage count: full 5, reduced 5
```
